# Removing single σ·p matrices from the Douglas–Kroll–Hess equations: a numerical check

```python
# Result under test: every even Douglas-Kroll-Hess (DKH) term can be built from
# V, Pi = (sigma.p) V (sigma.p) and functions of p^2, with no single sigma.p.
# Symbols (Hartree atomic units): c speed of light, p = |p| (diagonal),
# Q = sigma.p/|p|, D = Q V Q = Pi/(p p'), E = c sqrt(p^2 + c^2),
# A = sqrt((E + c^2)/(2E)), k = c p/(E + c^2),
# o = A(kD - Vk)A, omega = o/(E + E'), G = A(V + kDk)A, Gq = A(D + kVk)A.
import numpy as np
from scipy.constants import fine_structure
from scipy.integrate import quad
from scipy.linalg import eigh, expm


def comm(x, y):
    return x @ y - y @ x


def factors(p, c):
    E = c * np.sqrt(p**2 + c**2)
    return E, np.sqrt((E + c**2) / (2 * E)), c * p / (E + c**2)


def reduced_parts(p, V, Pi, c):
    E, A, k = factors(p, c)
    D = Pi / np.outer(p, p)
    AA, kk = np.outer(A, A), np.outer(k, k)
    G = AA * (V + kk * D)
    Gq = AA * (D + kk * V)
    o = AA * (k[:, None] * D - V * k[None, :])
    omega = o / (E[:, None] + E[None, :])
    return D, G, Gq, o, omega


def reduced_dkh(p, V, Pi, c):
    """Kinetic term and even terms of order 1, 2, 3 in V."""
    E = factors(p, c)[0]
    D, G, Gq, o, om = reduced_parts(p, V, Pi, c)
    omh, oh = om.conj().T, o.conj().T
    second = 0.5 * (om @ oh + o @ omh)
    third = om @ Gq @ omh - 0.5 * (om @ omh @ G + G @ om @ omh)
    return [np.diag(c**2 * p**2 / (E + c**2)), G, second, third]


def reduced_dirac(p, V, Pi, c):
    D = Pi / np.outer(p, p)
    cp = np.diag(c * p)
    return np.block([[V, cp], [cp, D - 2 * c**2 * np.eye(len(p))]])


# ---------- plane-wave model: sigma.p is an exact matrix here ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
grid = np.array([[i, j, l] for i in (-1, 0, 1) for j in (-1, 0, 1)
                 for l in (-1, 0, 1)], float)
kvec = 1.2 * (grid + np.array([0.2, 0.13, 0.31]))
nk = len(kvec)
q = kvec[:, None, :] - kvec[None, :, :]
shift = np.array([0.7, -0.4, 0.9])
v = -np.exp(-np.sum(q**2, axis=2) / 3) * (1 + 0.6 * np.exp(-1j * (q @ shift)))
Vpw = np.kron(v, np.eye(2))
# Pi from the Pauli product rule, without any sigma.p matrix
Pi_scalar = np.kron(v * (kvec @ kvec.T), np.eye(2))
cross = np.cross(kvec[:, None, :], kvec[None, :, :])
Pi_so = sum(1j * np.kron(v * cross[:, :, a], pauli[a]) for a in range(3))
Pi_pw = Pi_scalar + Pi_so
ppw = np.repeat(np.linalg.norm(kvec, axis=1), 2)
sp = np.zeros((2 * nk, 2 * nk), complex)
for i in range(nk):
    sp[2*i:2*i+2, 2*i:2*i+2] = np.einsum('a,abc->bc', kvec[i], pauli)
assert np.allclose(sp @ Vpw @ sp, Pi_pw)

# random words with an even number of sigma.p
rng = np.random.default_rng(5)
Dpw = Pi_pw / np.outer(ppw, ppw)
word_error, n_words = 0.0, 40
for _ in range(n_words):
    n_v = int(rng.integers(1, 6))
    counts = rng.integers(0, 4, n_v + 1)
    counts[-1] += counts.sum() % 2
    funcs = [1 / (ppw**2 + a) for a in rng.uniform(0.5, 2, n_v + 1)]
    direct = np.diag(funcs[0]) @ np.linalg.matrix_power(sp, int(counts[0]))
    short = np.diag(funcs[0] * ppw**counts[0]).astype(complex)
    parity = counts[0] % 2
    for f, m in zip(funcs[1:], counts[1:]):
        direct = direct @ Vpw @ np.diag(f) @ np.linalg.matrix_power(sp, int(m))
        short = short @ (Dpw if parity else Vpw) @ np.diag(f * ppw**m)
        parity = (parity + m) % 2
    err = np.linalg.norm(direct - short) / np.linalg.norm(direct)
    word_error = max(word_error, err)
assert word_error < 1e-11

# explicit four-component DKH with sigma.p matrices
cm = 1.0
N = 2 * nk
E, A, k = factors(ppw, cm)
AR = np.diag(A * cm / (E + cm**2)) @ sp
U0 = np.block([[np.diag(A), AR], [-AR, np.diag(A)]])
zero, one = np.zeros((N, N)), np.eye(N)
H0 = np.block([[zero, cm * sp], [cm * sp, -2 * cm**2 * one]])
levels = np.concatenate([E, -E])
assert np.allclose(U0 @ H0 @ U0.conj().T, np.diag(levels - cm**2))
V4 = np.kron(np.eye(2), Vpw)
V1 = U0 @ V4 @ U0.conj().T
odd_mask = np.kron(np.array([[0, 1], [1, 0]]), np.ones((N, N))) > 0
odd, even = np.where(odd_mask, V1, 0), np.where(odd_mask, 0, V1)
gap = np.where(odd_mask, levels[:, None] - levels[None, :], 1.0)
W = odd / gap
assert np.allclose(odd + comm(W, np.diag(levels)), 0)
explicit = [even, 0.5 * comm(W, odd), 0.5 * comm(W, comm(W, even))]
reduced = reduced_dkh(ppw, Vpw, Pi_pw, cm)
term_errors = []
for full, small in zip(explicit, reduced[1:]):
    block = full[:N, :N]
    term_errors.append(np.linalg.norm(block - small) / np.linalg.norm(block))
assert max(term_errors) < 1e-11
assert np.allclose(np.linalg.eigvalsh(H0 + V4),
                   np.linalg.eigvalsh(reduced_dirac(ppw, Vpw, Pi_pw, cm)))


def decoupled_block(H):
    """Repeat explicit decoupling steps until no odd part is left."""
    M = U0 @ H @ U0.conj().T
    for _ in range(15):
        step = expm(np.where(odd_mask, M, 0) / gap)
        M = step @ M @ step.conj().T
    assert np.linalg.norm(np.where(odd_mask, M, 0)) < 1e-11
    return M[:N, :N]


# distance of DKHn from the decoupled Hamiltonian: strength^(n+1)
strengths = (0.01, 0.005)
distances = []
for strength in strengths:
    H = H0 + strength * V4
    exact_block = decoupled_block(H)
    assert np.allclose(np.linalg.eigvalsh(exact_block),
                       np.linalg.eigvalsh(H)[N:], rtol=0, atol=1e-11)
    terms = reduced_dkh(ppw, strength * Vpw, strength * Pi_pw, cm)
    distances.append([np.linalg.norm(exact_block - sum(terms[:n+1]), 2)
                      for n in (1, 2, 3)])
powers = np.log2(np.array(distances[0]) / np.array(distances[1]))
assert all(powers[n-1] > n + 1 - 0.3 for n in (1, 2, 3))


def pair_powers(strong, orders):
    """Apparent error powers of the lowest level pair, for information."""
    errors = []
    for s in (strong, strong / 2):
        exact = np.linalg.eigvalsh(H0 + s * V4)[N:N+2].mean()
        t = reduced_dkh(ppw, s * Vpw, s * Pi_pw, cm)
        errors.append([abs(np.linalg.eigvalsh(sum(t[:n+1]))[:2].mean()
                           - exact) for n in orders])
    return np.log2(np.array(errors[0]) / np.array(errors[1]))


# ---------- one-electron Ir ion, s1/2 states, point nucleus ----------
c, Z = 1 / fine_structure, 77


def s_integrals(a):
    """Overlap, p^2, V and Pi for normalized s Gaussians exp(-a r^2)."""
    t = a[:, None] + a[None, :]
    ab = np.outer(a, a)
    norm = np.outer((2 * a / np.pi)**0.75, (2 * a / np.pi)**0.75)
    S = norm * (np.pi / t)**1.5
    return S, 6 * ab / t * S, -norm * 2 * np.pi * Z / t, \
        -norm * 8 * np.pi * Z * ab / t**2


# integrals against radial quadrature
pair = np.array([2000.0, 500.0])
nrm = (2 * pair / np.pi)**0.75


def g(i, r):
    return nrm[i] * np.exp(-pair[i] * r * r)


def dg(i, r):
    return -2 * pair[i] * r * g(i, r)


ints = s_integrals(pair)
integrands = [lambda r: g(0, r) * g(1, r) * r**2,
              lambda r: dg(0, r) * dg(1, r) * r**2,
              lambda r: -Z * g(0, r) * g(1, r) * r,
              lambda r: -Z * dg(0, r) * dg(1, r) * r]
for matrix, fun in zip(ints, integrands):
    value = 4 * np.pi * quad(fun, 0, 0.5, epsabs=0, epsrel=1e-10, limit=200)[0]
    assert abs(value / matrix[0, 1] - 1) < 1e-8

# one Gaussian: all matrices are numbers
a1 = np.array([2000.0])
S1, P1, V1s, Pi1 = s_integrals(a1)
p1 = np.sqrt(np.diag(P1))
E1, A1, k1 = factors(p1, c)
D1, G1, Gq1, o1, om1 = reduced_parts(p1, V1s, Pi1, c)
t1 = [x[0, 0] for x in reduced_dkh(p1, V1s, Pi1, c)]
dirac1 = np.linalg.eigvalsh(reduced_dirac(p1, V1s, Pi1, c))[1]
sums1 = np.cumsum(t1)
assert abs(sums1[3] - dirac1) < abs(sums1[2] - dirac1) < abs(sums1[1] - dirac1)

# even-tempered basis
n_bas = 27
expo = 100.0 * 2.0**np.arange(n_bas)
S, P2, V, Pi = s_integrals(expo)
p2, C = eigh(P2, S)
p = np.sqrt(p2)
Vt, Pit = C.T @ V @ C, C.T @ Pi @ C
terms = reduced_dkh(p, Vt, Pit, c)
dkh = [np.linalg.eigvalsh(sum(terms[:n+1]))[0] for n in (1, 2, 3)]
dirac_matrix = np.linalg.eigvalsh(reduced_dirac(p, Vt, Pit, c))[n_bas]
dirac_exact = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
nonrel = np.linalg.eigvalsh(np.diag(p2 / 2) + Vt)[0]
assert abs(nonrel / (-Z**2 / 2) - 1) < 1e-4
assert abs(dirac_matrix / dirac_exact - 1) < 1e-4
dev = [e - dirac_matrix for e in dkh]
assert abs(dev[2]) < abs(dev[1]) < abs(dev[0])


def kept_fraction(b):
    """Share of <p^2> kept by a sigma.p matrix into the p set b."""
    def r2(x, y):
        t = x[:, None] + y[None, :]
        return 1.5 / t * (np.pi / t)**1.5
    nb = 1 / np.sqrt(1.5 / (2 * b) * (np.pi / (2 * b))**1.5)
    Sp = np.outer(nb, nb) * r2(b, b)
    M = np.outer(nb, (2 * expo / np.pi)**0.75 * 2 * expo) * r2(b, expo)
    MC = M @ C
    kept = np.sum(MC * np.linalg.solve(Sp, MC), axis=0)
    return kept / np.diag(C.T @ P2 @ C)


full_set, half_set = kept_fraction(expo), kept_fraction(expo[::2])
assert np.max(abs(full_set - 1)) < 1e-4
assert half_set.min() < 0.9

print("PLANE-WAVE MODEL (c = 1, model units)")
print(f"plane waves, spinor functions: {nk}, {N}")
print(f"random words tested: {n_words}")
print(f"largest relative word error: {word_error:.1e}")
print("relative errors of terms 1,2,3:", *[f"{x:.1e}" for x in term_errors])
print(f"norm ratio spin-orbit/scalar part of Pi: "
      f"{np.linalg.norm(Pi_so) / np.linalg.norm(Pi_scalar):.3f}")
for s, d in zip(strengths, distances):
    print(f"strength {s}: distance of DKH1,2,3 from exact:",
          *[f"{x:.2e}" for x in d])
print("powers of the distance, DKH1,2,3:", *[f"{x:.2f}" for x in powers])
print("lowest pair, apparent powers DKH1,2,3 (0.02 to 0.01):",
      *[f"{x:.2f}" for x in pair_powers(0.02, (1, 2, 3))])
print("lowest pair, apparent powers DKH1,2 (0.004 to 0.002):",
      *[f"{x:.2f}" for x in pair_powers(0.004, (1, 2))])
print("ONE GAUSSIAN, Ir76+ (atomic units)")
print(f"Z = {Z}, c = {c:.6f}, exponent = {a1[0]:.0f} bohr^-2")
print(f"p^2 = {P1[0,0]:.4f}, p = {p1[0]:.6f} a.u.")
print(f"V = {V1s[0,0]:.4f} hartree")
print(f"Pi = {Pi1[0,0]:.2f} a.u.")
print(f"D = Pi/p^2 = {D1[0,0]:.4f} hartree")
print(f"E = {E1[0]:.4f} hartree, c^2 = {c**2:.4f} hartree")
print(f"A = {A1[0]:.8f}, k = {k1[0]:.8f} (no unit)")
print(f"G = {G1[0,0]:.4f} hartree, G' = {Gq1[0,0]:.4f} hartree")
print(f"o = {o1[0,0]:.4f} hartree, omega = {om1[0,0]:.8f} (no unit)")
print(f"kinetic term E - c^2 = {t1[0]:.4f} hartree")
print(f"second-order term = {t1[2]:.4f} hartree")
print(f"third-order term = {t1[3]:.4f} hartree")
for n in (1, 2, 3):
    print(f"DKH{n} energy = {sums1[n]:.4f} hartree")
print(f"2x2 Dirac matrix energy = {dirac1:.4f} hartree")
print("EVEN-TEMPERED BASIS, Ir76+ 1s (hartree)")
print(f"functions: {n_bas}, exponents {expo[0]:.0f} to {expo[-1]:.4e} bohr^-2")
print(f"exponent ratio: {expo[1] / expo[0]:.1f}")
print(f"nonrelativistic energy = {nonrel:.3f} hartree")
for n in (1, 2, 3):
    print(f"DKH{n} = {dkh[n-1]:.3f}, minus matrix Dirac = "
          f"{dev[n-1]:.3f} hartree")
print(f"matrix Dirac energy = {dirac_matrix:.3f} hartree")
print(f"exact Dirac energy = {dirac_exact:.3f} hartree")
print(f"matrix minus exact Dirac = {dirac_matrix - dirac_exact:.4f} hartree")
print(f"full p set, largest error of kept p^2 share: "
      f"{np.max(abs(full_set - 1)):.1e}")
print(f"half p set ({len(expo[::2])} functions), kept p^2 share: "
      f"min {half_set.min():.3f}, mean {half_set.mean():.3f}")
print("tests ok")
```

Printed output:

```
PLANE-WAVE MODEL (c = 1, model units)
plane waves, spinor functions: 27, 54
random words tested: 40
largest relative word error: 4.7e-16
relative errors of terms 1,2,3: 1.2e-16 3.6e-16 8.3e-16
norm ratio spin-orbit/scalar part of Pi: 0.580
strength 0.01: distance of DKH1,2,3 from exact: 1.71e-04 1.60e-06 2.08e-08
strength 0.005: distance of DKH1,2,3 from exact: 4.27e-05 1.99e-07 1.30e-09
powers of the distance, DKH1,2,3: 2.00 3.01 4.00
lowest pair, apparent powers DKH1,2,3 (0.02 to 0.01): 2.20 -0.05 4.31
lowest pair, apparent powers DKH1,2 (0.004 to 0.002): 2.04 2.89
ONE GAUSSIAN, Ir76+ (atomic units)
Z = 77, c = 137.035999, exponent = 2000 bohr^-2
p^2 = 6000.0000, p = 77.459667 a.u.
V = -5495.1023 hartree
Pi = -21980409.11 a.u.
D = Pi/p^2 = -3663.4015 hartree
E = 21571.2532 hartree, c^2 = 18778.8651 hartree
A = 0.96709630, k = 0.26306646 (no unit)
G = -5376.5459 hartree, G' = -3781.9579 hartree
o = 450.6708 hartree, omega = 0.01044610 (no unit)
kinetic term E - c^2 = 2792.3881 hartree
second-order term = 4.7078 hartree
third-order term = 0.1740 hartree
DKH1 energy = -2584.1578 hartree
DKH2 energy = -2579.4500 hartree
DKH3 energy = -2579.2760 hartree
2x2 Dirac matrix energy = -2579.2699 hartree
EVEN-TEMPERED BASIS, Ir76+ 1s (hartree)
functions: 27, exponents 100 to 6.7109e+09 bohr^-2
exponent ratio: 2.0
nonrelativistic energy = -2964.500 hartree
DKH1 = -3372.054, minus matrix Dirac = -127.214 hartree
DKH2 = -3237.699, minus matrix Dirac = 7.141 hartree
DKH3 = -3245.579, minus matrix Dirac = -0.739 hartree
matrix Dirac energy = -3244.840 hartree
exact Dirac energy = -3244.842 hartree
matrix minus exact Dirac = 0.0021 hartree
full p set, largest error of kept p^2 share: 5.0e-14
half p set (14 functions), kept p^2 share: min 0.457, mean 0.519
tests ok
```
